# Curvature maximum of a film on a substrate of equal modulus

## Physical situation

A thin silicon layer, still anchored to a thick wafer, is coated on its upper face with a tensile oxide. When the layer is etched free, it curls towards the film. A thicker film supplies more force to bend the plate, but it also makes the plate stiffer. For very thin films the first effect dominates and the curvature grows in proportion to film thickness, as Stoney's formula states. On a released plate the two thicknesses may be comparable, and then the curvature passes through a maximum.

Let the film and substrate thicknesses be \(h_f\) and \(h_s\), with \(h=h_f+h_s\) and \(x=h_f/h_s\). Both materials have the same biaxial modulus \(M=E/(1-\nu)\), where \(E\) is Young's modulus and \(\nu\) Poisson's ratio. The mismatch strain \(\epsilon_m\) is the elastic strain the film carries when the substrate is flat and unstrained, positive for tension. It is uniform through the film and independent of \(h_f\). The result is

\[
\kappa=\frac{6\epsilon_m}{h_s}\,\frac{x}{(1+x)^3},\qquad
x_{\rm peak}=\frac12,\qquad
\kappa_{\rm peak}=\frac{8}{9}\frac{\epsilon_m}{h_s}.
\tag{1}
\]

Positive \(\kappa\) means concave on the film side. For a compressive film the sign reverses and the statement applies to \(|\kappa|\). The substrate thickness is held fixed throughout, unless stated otherwise.

## Equilibrium of the free plate

The materials are linear elastic, isotropic in the plane and perfectly bonded; rotations are small. Far from the edges the plate bends equally in both in-plane directions. Let \(z\) run from the mid-plane of the whole plate towards the film. When the plate is concave on the film side, planes at larger \(z\) are shortened, so the in-plane strain measured from the flat, unstrained substrate is

\[
e(z)=e_0-\kappa z .
\]

With equal in-plane stresses \(\sigma\) and no stress normal to the plate, Hooke's law gives an elastic strain \((\sigma-\nu\sigma)/E=\sigma/M\). The film has the additional elastic strain \(\epsilon_m\). Hence

\[
\sigma=M(e_0-\kappa z)\ \text{(substrate)},\qquad
\sigma=M(e_0-\kappa z+\epsilon_m)\ \text{(film)}.
\]

No external force acts on the released plate. The term in \(z\) integrates to zero about the mid-plane, so

\[
0=\int_{-h/2}^{h/2}\sigma\,dz=M(e_0h+\epsilon_mh_f)
\quad\Rightarrow\quad e_0=-\epsilon_m\frac{h_f}{h}.
\tag{2}
\]

In the moment, the constant \(e_0\) drops out:

\[
0=\int_{-h/2}^{h/2}\sigma z\,dz
=M\left[-\frac{\kappa h^3}{12}+\epsilon_m\int_{h/2-h_f}^{h/2}z\,dz\right].
\]

The remaining integral is

\[
\frac12\left[\frac{h^2}{4}-\left(\frac h2-h_f\right)^2\right]
=\frac{h_f(h-h_f)}2=\frac{h_fh_s}{2}.
\]

It is the film thickness times the distance \(h_s/2\) between the mid-planes of the film and of the whole plate. This lever arm does not depend on \(h_f\). The driving moment therefore grows as \(h_f\), while the bending stiffness grows as \(h^3\). Solving for the curvature,

\[
\kappa=\frac{6\epsilon_mh_fh_s}{h^3},
\tag{3}
\]

which is the first part of (1) after \(h_f=xh_s\) and \(h=(1+x)h_s\) are inserted.

Only the biaxial moduli enter this interior solution, so the Poisson ratios may differ. A finite-element calculation of an axisymmetric disc, without the assumed linear strain profile, supports this. The disc radius was 100 total thicknesses, the Poisson ratios were 0.20 (film) and 0.28 (substrate), and \(x\) ran from 0.3 to 0.7. The central curvature differed from (3) by at most 0.008 %, and the maximum lay at \(x=0.500\).

## The maximum and the Stoney limit

Differentiation of (1) gives

\[
\frac{d\kappa}{dx}
=\frac{6\epsilon_m}{h_s}\,\frac{(1+x)-3x}{(1+x)^4}
=\frac{6\epsilon_m}{h_s}\,\frac{1-2x}{(1+x)^4}.
\]

For \(\epsilon_m>0\) the slope is positive below \(x=1/2\) and negative above it, so this is the global maximum. Its height is \(6(1/2)/(3/2)^3=8/9\) in units of \(\epsilon_m/h_s\).

For \(x\ll1\), \((1+x)^{-3}=1-3x+\dots\), and

\[
\kappa=\frac{6\epsilon_mh_f}{h_s^2}\,(1-3x+\dots).
\]

The leading term is Stoney's formula. Its ratio to the full result is \((1+x)^3\), which equals \(27/8\) at the maximum. In the opposite limit, \(x\gg1\), the curvature tends to \(6\epsilon_mh_s/h_f^2\): the thin substrate now bends the thick film.

The condition of fixed \(h_s\) matters. If the total thickness \(h\) is fixed instead, (3) becomes \(6\epsilon_mh_f(h-h_f)/h^3\), which is largest at \(h_f=h/2\), with the value \(3\epsilon_m/(2h)\).

## Why the surface stress vanishes at the maximum

At the free surface of the film, \(z=h/2\). Using (2) and (3),

\[
\frac{\sigma_{\rm top}}{M}
=\epsilon_m\left(1-\frac{h_f}{h}-\frac{3h_fh_s}{h^2}\right)
=\epsilon_m\frac{h_s(h-3h_f)}{h^2}
=\epsilon_m\frac{h_s(h_s-2h_f)}{h^2}.
\tag{4}
\]

Now add a layer of thickness \(dh_f\) with the same mismatch. Before the plate readjusts, the layer carries the stress \(\sigma_{\rm top}\). The old plate has no net force or moment, so the only unbalanced moment is that of the new layer, \(\sigma_{\rm top}\,dh_f\,h/2\). Dividing by the stiffness \(Mh^3/12\) gives

\[
\frac{d\kappa}{dh_f}=\frac{6\sigma_{\rm top}}{Mh^2}.
\tag{5}
\]

Inserting (4) reproduces the derivative of (3). The maximum is thus the thickness at which added material arrives unstressed. Beyond it, a film with tensile mismatch has a compressed free surface, and further material unbends the plate.

## Deposition history

Equation (3) requires a mismatch that does not depend on how far the plate has already bent. Two cases satisfy this. In the first, a film is stress-free at one temperature and acquires a uniform thermal mismatch at another. In the second, the film grows at constant stress \(M\epsilon_m\) on a substrate held flat and unstrained, and the plate is released afterwards.

Growth at constant arrival stress on a plate already free to bend is different. Each new layer then carries \(M\epsilon_m\) on arrival, whatever the current surface strain. Replacing \(\sigma_{\rm top}\) in (5) by this value,

\[
\frac{d\kappa}{dh_f}=\frac{6\epsilon_m}{h^2}
\quad\Rightarrow\quad
\kappa_{\rm free}=6\epsilon_m\left(\frac1{h_s}-\frac1h\right)
=\frac{6\epsilon_m}{h_s}\frac{x}{1+x}.
\tag{6}
\]

This curve rises steadily towards \(6\epsilon_m/h_s\) and has no maximum. The ratio of (6) to (1) is \((1+x)^2\), or \(9/4\) at \(x=1/2\). An implementation must therefore record whether the plate was held or free during growth.

## Unequal moduli

Let \(m=M_f/M_s\), and use \(h_s\) and \(M_s\) as units of length and modulus. Measure \(s\) from the interface towards the film and write the strain as \(a-\kappa s\). Define the modulus integrals \(I_n=\int M s^{\,n-1}ds\) over the whole plate:

\[
I_1=1+mx,\qquad I_2=\frac{mx^2-1}{2},\qquad I_3=\frac{1+mx^3}{3}.
\]

Zero force and zero moment require

\[
aI_1-\kappa I_2+mx\epsilon_m=0,\qquad
aI_2-\kappa I_3+\tfrac12mx^2\epsilon_m=0.
\]

Multiply the second equation by \(I_1\), the first by \(I_2\), and subtract to eliminate \(a\):

\[
\kappa(I_1I_3-I_2^2)
=mx\epsilon_m\left(\frac{xI_1}{2}-I_2\right)
=\frac{mx(1+x)\epsilon_m}{2}.
\]

The bracket on the left is

\[
\frac{4(1+mx)(1+mx^3)-3(mx^2-1)^2}{12}=\frac{D}{12},
\]
\[
D=1+4mx+6mx^2+4mx^3+m^2x^4 .
\]

Restoring the length unit,

\[
\kappa=\frac{6\epsilon_m}{h_s}\frac{mx(1+x)}{D}.
\tag{7}
\]

For \(m=1\), \(D=(1+x)^4\) and (1) returns. The maximum satisfies \((1+2x)D-(x+x^2)\,dD/dx=0\), with \(dD/dx=4m+12mx+12mx^2+4m^2x^3\). Expanding and collecting powers gives

\[
F=1+2x-2mx^2-8mx^3-(4m+3m^2)x^4-2m^2x^5=0.
\tag{8}
\]

At \(m=1\), \(x=1/2\), the derivatives are \(\partial F/\partial m=-9/4\) and \(\partial F/\partial x=-81/8\). Hence

\[
\frac{dx_{\rm peak}}{dm}=-\frac{\partial F/\partial m}{\partial F/\partial x}=-\frac29 .
\]

A slightly stiffer film reaches its maximum at a smaller thickness. The surface stress still vanishes there: a new layer exerts its force above the modulus-weighted centre of the plate, so its bending moment vanishes only with its stress.

## Worked example

The round inputs are \(M=200\) GPa, \(h_s=200\) nm and a film stress of 200 MPa while the substrate is held flat. The mismatch strain is

\[
\epsilon_m=\frac{200\ {\rm MPa}}{200\,000\ {\rm MPa}}=0.001=0.100\,\%.
\]

The maximum lies at \(h_f=100\) nm, where

\[
\kappa_{\rm peak}=\frac89\,\frac{0.001}{200\times10^{-9}\ {\rm m}}
=4444\ {\rm m^{-1}},
\]

equivalent to a radius of curvature of 225 µm. The curvatures in \({\rm m^{-1}}\) at other film thicknesses are:

| \(h_f\) (nm) | Eq. (3) | Stoney | Free growth, Eq. (6) |
|---:|---:|---:|---:|
| 10 | 1296 | 1500 | 1429 |
| 50 | 3840 | 7500 | 6000 |
| 100 | 4444 | 15000 | 10000 |
| 200 | 3750 | 30000 | 15000 |
| 400 | 2222 | 60000 | 20000 |

Stoney's formula is 10 % above (3) when \((1+x)^3=1.1\), which here means a film of only 6.5 nm.

At the maximum, \(e_0=-\epsilon_m/3\) and \(\kappa h/2=2\epsilon_m/3\). The stress is therefore \(+66.7\) MPa at the substrate bottom, since \(-1/3+2/3=1/3\). The interface lies at \(z=h_s/4\), where the strain is \(-\epsilon_m/3-2\epsilon_m/9=-5\epsilon_m/9\). The substrate stress there is \(-111.1\) MPa and the film stress \(+88.9\) MPa. At the free surface the film stress is zero.

## Extracting strain or thickness

If both thicknesses are known, (3) gives a unique mismatch strain, \(\epsilon_m=\kappa h^3/(6h_fh_s)\). The sensitivities of the curvature follow from its logarithm:

\[
\frac{\partial\ln\kappa}{\partial\ln h_f}=1-\frac{3h_f}{h}=\frac{1-2x}{1+x},\qquad
\frac{\partial\ln\kappa}{\partial\ln h_s}=1-\frac{3h_s}{h}=\frac{x-2}{1+x}.
\]

At \(x=1/2\) they are 0 and \(-1\). To first order, a small error in film thickness does not affect the extracted strain, whereas a 1 % error in substrate thickness changes it by 1 %.

The reverse problem, finding \(h_f\) from \(\kappa\) at known \(\epsilon_m\), has two solutions for any curvature between zero and the maximum. Setting \(x/(1+x)^3=c\) gives

\[
x^3+3x^2+(3-1/c)x+1=0 .
\]

The three roots have sum \(-3\) and product \(-1\). If \(x_1\) is one positive root, the other two have sum \(-(3+x_1)\) and product \(-1/x_1\), so the second positive root is

\[
x_2=\frac{-(3+x_1)+\sqrt{(3+x_1)^2+4/x_1}}{2}.
\]

For \(h_f=50\) nm, \(x_1=0.25\) and \(x_2=0.952\): a film of 190.4 nm gives the same curvature. Curvature alone cannot distinguish the two.

## Non-uniform mismatch

Suppose the mismatch falls with height \(\zeta\) above the interface as \(\epsilon_m(1-g\zeta)\). Since \(z=\zeta+(h_s-h_f)/2\) in the film, the moment balance becomes

\[
\frac{\kappa h^3}{12}
=\epsilon_m\int_0^{h_f}(1-g\zeta)\left(\zeta+\frac{h_s-h_f}{2}\right)d\zeta
=\epsilon_m\left[\frac{h_fh_s}{2}-\frac{gh_f^2(3h_s+h_f)}{12}\right].
\]

With \(G=gh_s\), the curvature is proportional to \(p/(1+x)^3\), where \(p=x-G(3x^2+x^3)/6\). The condition \((1+x)\,dp/dx=3p\) reads

\[
1+x-\frac G2(2x+3x^2+x^3)=3x-\frac G2(3x^2+x^3),
\]

and reduces to

\[
1-2x-Gx=0,\qquad x_{\rm peak}=\frac1{2+G}.
\]

A fall of 20 % of the interface value per 100 nm gives \(G=0.4\). The maximum moves to 83.3 nm, and its height is 10.5 % below that for uniform mismatch.

## Finite deflection

A spherical cap cannot form from a flat disc without in-plane stretching, which (3) neglects. Consider a disc of radius \(R\) with one Poisson ratio \(\nu\), and keep its curvature uniform. Its deflection is \(\kappa r^2/2\). With radial displacement \(u\), the stretching strains are \(e_r=du/dr+\kappa^2r^2/2\) and \(e_\theta=u/r\). Eliminating \(u\),

\[
r\frac{de_\theta}{dr}+e_\theta-e_r=-\frac{\kappa^2r^2}{2}.
\]

The stresses \(\sigma_r=A(R^2-r^2)\) and \(\sigma_\theta=d(r\sigma_r)/dr=A(R^2-3r^2)\) satisfy radial equilibrium and leave the rim free. Hooke's law turns the left side into \(-8Ar^2/E\), so \(A=E\kappa^2/16\).

Over the disc area, \(r^2/R^2\) is uniformly distributed between 0 and 1. The averages of \(\sigma_r^2\), \(\sigma_\theta^2\) and \(\sigma_r\sigma_\theta\) are then \(A^2R^4\) times \(1/3\), 1 and 0. The mean stretching energy per area is

\[
\frac{h}{2E}\,\frac43A^2R^4=\frac{Eh\kappa^4R^4}{384}.
\]

Bending away from the linear result \(\kappa_L\) costs \(Mh^3(\kappa-\kappa_L)^2/12\) per area. Setting the derivative of the sum to zero,

\[
\frac{Mh^3}{6}(\kappa-\kappa_L)+\frac{Eh\kappa^3R^4}{96}=0
\quad\Rightarrow\quad
\kappa+\frac{(1-\nu)R^4}{16h^2}\kappa^3=\kappa_L .
\tag{9}
\]

For \(R=5\) µm and \(\nu=0.25\), the linear result \(\kappa R^2/2\) gives a rim rise of 55.6 nm at the maximum, against a plate thickness of 300 nm. At this film thickness (9) lowers the curvature by 0.63 %, and it moves the maximum to 100.6 nm. While it is small, the correction grows as \(R^4\), so this small value does not carry over to wide plates. Equation (9) is an estimate, because the true curvature does not stay uniform. In the nonlinear plate equations without that assumption, these two figures hold for the rim slope divided by \(R\); the curvature at the centre falls by 1.4 %, about \(2+\nu\) times as much, and peaks near 101.4 nm. Above a radius of about 20 µm in this example the axisymmetric shape becomes unstable, the plate bends towards a cylinder, and (9) no longer applies.

## Comparison with a real coating

The inputs lie in the rough regime of tensile alumina, grown by atomic layer deposition on a thin silicon device layer. A stress of a few hundred MPa is plausible for such a film, but 100 nm is thick for this process, which adds roughly 0.1 nm per cycle. Rough biaxial moduli of 220 GPa (film) and 180 GPa (silicon with a (100) surface) give \(m\approx1.2\). At the same mismatch strain, (7) puts the maximum near 91 nm and about 4 % higher than for equal moduli; at the same flat film stress of 200 MPa the mismatch strain is smaller and the maximum is about 6 % lower. For (111) silicon the biaxial modulus is about 229 GPa, so \(m\approx0.96\) and the maximum lies near 102 nm; (110) silicon has no single biaxial modulus. For (100) silicon the biaxial modulus is the same in every in-plane direction, which is all (7) needs, but \(E\) and \(\nu\) separately vary with direction (\(\nu\) from about 0.06 to 0.28), so the single \(\nu\) in (9) is only an approximation there. With a rough expansion difference of 2 ppm/K, the film expanding more, warming by 50 K removes a strain of \(10^{-4}\) and lowers the curvature by 10 %; a uniform change of this kind does not move the maximum. The deposition history has a larger effect than either of these: for equal moduli, growth at constant stress on an already free plate gives 10000 instead of 4444 \({\rm m^{-1}}\) at 100 nm (about 10100 instead of 4200 for moduli of 220 and 180 GPa at 200 MPa). This figure assumes growth on one face and a stress that arises entirely during growth. Strain acquired on cooling afterwards follows (3): if cooling by 175 K supplies 35 % of the strain, the curvature is about 8000 \({\rm m^{-1}}\). The process also coats every exposed face, and equal films on both faces of a free plate cancel each other's bending. The half-thickness rule therefore applies to a film on one face, with nearly equal moduli, a uniform mismatch set independently of bending, and a plate small enough for the correction in (9) to be slight. The numerical output lists the values of the worked example, those from (9), and those from (7) for moduli of 220 and 180 GPa at fixed mismatch strain.

## Computed results

```
common biaxial modulus: 200 GPa
substrate thickness: 200 nm
film stress when held flat: 200 MPa
mismatch strain: 0.100 %
disc radius: 5.0 um; Poisson ratio: 0.25
film nm | curvature 1/m | Stoney 1/m | grown on free plate 1/m
  10 | 1296 | 1500 | 1429
  50 | 3840 | 7500 | 6000
 100 | 4444 | 15000 | 10000
 200 | 3750 | 30000 | 15000
 400 | 2222 | 60000 | 20000
film thickness at peak: 100.0 nm
peak curvature: 4444 1/m
radius of curvature at peak: 225.0 um
rim rise of disc at peak: 55.6 nm
Stoney / true curvature at peak: 3.375
film thickness where Stoney is 10 % high: 6.46 nm
thickness with same curvature as 50 nm film: 190.4 nm
stress at peak, substrate bottom: 66.7 MPa
stress at peak, substrate at interface: -111.1 MPa
stress at peak, film at interface: 88.9 MPa
stress at peak, film free surface: 0.0 MPa
finite-element peak thickness ratio: 0.500
largest finite-element curvature difference: 0.008 %
peak-ratio shift per unit modulus ratio: -0.2222
moduli 220 and 180 GPa, modulus ratio: 1.222
  peak thickness: 91.4 nm
  peak curvature change: 3.7 %
mismatch falling 20 % per 100 nm of film:
  peak thickness: 83.3 nm
  peak curvature change: -10.5 %
finite deflection of the disc:
  peak thickness: 100.6 nm
  curvature change at linear peak: -0.63 %
expansion difference: 2.0 ppm/K
curvature change on warming by 50 K: -10.0 %
```
